**Spin-torque efficiency of a perpendicular disc: from coherent rotation to a domain wall**

The program examines the ratio of thermal barrier $E_b$ to instability current $I_{c0}=(4e\alpha/\hbar\eta)KV$ for a disc of diameter $D$, volume $V$, exchange stiffness $A$, effective anisotropy $K$, damping $\alpha$ and torque efficiency $\eta$. With $\delta=\sqrt{A/K}$, the barrier equals $KV$ up to $D_c=3.68\,\delta$ and tends to $4\sqrt{AK}\,tD$ in wide discs of thickness $t$. The program solves for the saddle on a polar grid and asserts its agreement with the near-onset law (within 5%) and with the wide-disc coefficient $\pi^2/6$ (within 0.25; the output gives 1.55 against 1.64). It asserts that the wall saddle at $D=5\delta$ has one unstable direction and relaxes to the up and down states, and that random-start searches at $D=3\delta$ and $7\delta$ reproduce the predicted pass energy within 1%. A numerical Jacobian of the nonlinear spin equation confirms the current threshold and the order in which modes become unstable at $D=8\delta$. Time integration of a single moment shows return at half the threshold and full reversal at 1.5 times the threshold. For the model parameters used, efficiency falls from 2.38 to 0.95 $k_BT$ per µA between 20 and 80 nm, with half of it lost at 63 nm. Non-local stray fields, defects and finite pulse lengths are not included.

## Numerical check

```python
"""
Result under test: for a perpendicular magnetic disc the spin-torque instability
current is I_c0 = (4 e alpha / (hbar eta)) K V at every diameter D, while the
thermal barrier E_b equals K V only for D <= D_c = 2 j delta (j = first zero of J1').
Above D_c the saddle is a wall across the disc, E_b -> 4 sqrt(A K) t D, so that
E_b / I_c0 is constant below D_c and falls towards a 1/D law above it.
Symbols: A exchange stiffness, K effective anisotropy (fixed, local), t thickness,
V volume, delta = sqrt(A/K), alpha damping, eta spin-torque efficiency,
phi = elevation of the magnetization from the plane (m_z = sin phi).
Reduced units: length delta, energy K delta^2 t, field 2K/Ms.
"""
import numpy as np
import scipy.sparse as sp
from scipy.sparse.linalg import spsolve, splu
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq, minimize
from scipy.special import jnp_zeros, jv
from scipy.constants import e, hbar, k as k_boltzmann, pi


def disc_grid(radius, n, quarter):
    """Finite-volume stiffness matrix and cell areas in polar coordinates.
    quarter=True: first quadrant, phi = 0 on the y axis, free elsewhere."""
    n_angle = n if quarter else 4 * n
    dr, dth = radius / n, 0.5 * pi / n
    r = (np.arange(n) + 0.5) * dr
    faces = np.arange(1, n) * dr
    diff_r = sp.diags([-np.ones(n - 1), np.ones(n - 1)], [0, 1], shape=(n - 1, n))
    radial = diff_r.T @ sp.diags(faces / dr) @ diff_r
    diff_a = sp.diags([-np.ones(n_angle - 1), np.ones(n_angle - 1)], [0, 1],
                      shape=(n_angle - 1, n_angle))
    angular = (diff_a.T @ diff_a).tolil()
    if quarter:
        angular[n_angle - 1, n_angle - 1] += 2.0
    else:
        angular[0, 0] += 1.0
        angular[n_angle - 1, n_angle - 1] += 1.0
        angular[0, n_angle - 1] -= 1.0
        angular[n_angle - 1, 0] -= 1.0
    stiffness = (sp.kron(radial * dth, sp.identity(n_angle))
                 + sp.kron(sp.diags(dr / (r * dth)), angular.tocsr()))
    return stiffness.tocsc(), np.repeat(r * dr * dth, n_angle)


def energy(phi, stiffness, area):
    return phi @ (stiffness @ phi) + np.sum(area * np.cos(phi) ** 2)


def wall_saddle(d, n):
    """Newton solution, odd about a diameter; start above the solution."""
    stiffness, area = disc_grid(d / 2, n, True)
    phi = np.full(area.size, pi / 2)
    for _ in range(60):
        residual = stiffness @ phi - 0.5 * area * np.sin(2 * phi)
        hessian = stiffness - sp.diags(area * np.cos(2 * phi))
        step = spsolve(hessian.tocsc(), -residual)
        phi = phi + step
        if np.max(np.abs(step)) < 1e-9:
            break
    else:
        raise RuntimeError("Newton iteration did not converge")
    return phi, 4 * energy(phi, stiffness, area)


def barrier(d, n=24):
    """Saddle energy, extrapolated from two grids with second-order error."""
    return (4 * wall_saddle(d, 2 * n)[1] - wall_saddle(d, n)[1]) / 3


def barrier_ratio(d, n=24):
    return barrier(d, n) / (pi * d**2 / 4)


def unfold(phi, n):
    f = phi.reshape(n, n)
    return np.hstack([f, -f[:, ::-1], -f, f[:, ::-1]]).ravel()


def hessian_modes(phi, stiffness, area):
    scale = 1 / np.sqrt(area)
    h = stiffness.toarray() - np.diag(area * np.cos(2 * phi))
    values, vectors = np.linalg.eigh(scale[:, None] * h * scale[None, :])
    return values, scale[:, None] * vectors


# ---- onset of the non-uniform saddle, and the saddle index --------------------
bessel_zero = jnp_zeros(1, 1)[0]
d_onset = 2 * bessel_zero
n_index = 16
counts = []
for d in (3.0, 5.0):
    stiff, area = disc_grid(d / 2, n_index, False)
    values, _ = hessian_modes(np.zeros(area.size), stiff, area)
    counts.append(int(np.sum(values < -0.01)))
    assert abs((values[1] + 1) / (d_onset / d) ** 2 - 1) < 0.01
assert counts == [1, 3]
wall = unfold(wall_saddle(5.0, n_index)[0], n_index)
assert np.max(np.abs(stiff @ wall - 0.5 * area * np.sin(2 * wall))) < 1e-7
wall_values, wall_vectors = hessian_modes(wall, stiff, area)
assert wall_values[0] < -0.01 and abs(wall_values[1]) < 0.01 and wall_values[2] > 0.01

# downhill relaxation from both sides of the wall saddle
unstable = wall_vectors[:, 0] / np.max(np.abs(wall_vectors[:, 0]))
unstable *= np.sign(np.sum(area * unstable))
tau = 0.5
solver = splu((sp.diags(area) + tau * stiff).tocsc())
end_states = []
for sign in (1, -1):
    phi = wall + 0.05 * sign * unstable
    for _ in range(600):
        phi = solver.solve(area * (phi + 0.5 * tau * np.sin(2 * phi)))
    end_states.append(np.sum(area * np.sin(phi)) / np.sum(area))
assert end_states[0] > 0.999 and end_states[1] < -0.999

# ---- search for a lower pass among states with mean m_z near zero -------------
rng = np.random.default_rng(7)
lowest_pass = {}
for d in (3.0, 7.0):
    n_search = 10
    stiff_s, area_s = disc_grid(d / 2, n_search, False)
    total = area_s.sum()

    def penalized(phi):
        mean = np.sum(area_s * np.sin(phi)) / total
        lphi = stiff_s @ phi
        value = phi @ lphi + np.sum(area_s * np.cos(phi) ** 2) + 10 * total * mean**2
        slope = 2 * lphi - area_s * np.sin(2 * phi) + 20 * mean * area_s * np.cos(phi)
        return value, slope

    found = [minimize(penalized, rng.uniform(-pi / 2, pi / 2, area_s.size), jac=True,
                      method="L-BFGS-B", options={"maxiter": 3000, "maxfun": 4000}).fun
             for _ in range(6)]
    reference = total if d < d_onset else wall_saddle(d, n_search)[1]
    lowest_pass[d] = min(found) / reference
    assert abs(lowest_pass[d] - 1) < 0.01

# ---- law just above the onset -------------------------------------------------
i2 = 2 * quad(lambda r: r * jv(1, bessel_zero * r) ** 2, 0, 1)[0]
i4 = 2 * quad(lambda r: r * jv(1, bessel_zero * r) ** 4, 0, 1)[0]
onset_coefficient = 0.75 * (i2 / 2) ** 2 / (3 * i4 / 8)
xs, cs = [], []
for factor in (1.05, 1.10):
    x = 1 - 1 / factor**2
    xs.append(x)
    cs.append((1 - barrier_ratio(factor * d_onset)) / x**2)
onset_numeric = cs[0] - xs[0] * (cs[1] - cs[0]) / (xs[1] - xs[0])
assert abs(onset_numeric / onset_coefficient - 1) < 0.05
assert abs(barrier_ratio(3.3) - 1) < 1e-6

# ---- law for wide discs -------------------------------------------------------
deficits = []
for d in (10.0, 20.0):
    relaxed = barrier(d, 56)
    straight = quad(lambda x: 4 * np.sqrt(d * d / 4 - x * x) / np.cosh(x) ** 2,
                    -d / 2, d / 2, points=[0.0], limit=200)[0]
    assert relaxed < straight < 4 * d
    deficits.append((1 - relaxed / (4 * d)) * d**2)
wide_numeric = 2 * deficits[1] - deficits[0]
assert abs(wide_numeric - pi**2 / 6) < 0.25


# ---- instability current from the nonlinear spin equation ---------------------
def spin_rate(m, minus_laplacian, damping, torque_field):
    field = -(minus_laplacian @ m)
    field[:, 2] += m[:, 2]
    polarizer = np.array([0.0, 0.0, -1.0])
    torque = -np.cross(m, field) - torque_field * np.cross(m, np.cross(m, polarizer))
    return (torque + damping * np.cross(m, torque)) / (1 + damping**2)


def growth_rates(minus_laplacian, damping, torque_field):
    cells, h = minus_laplacian.shape[0], 1e-5
    jacobian = np.zeros((2 * cells, 2 * cells))
    for column in range(2 * cells):
        rates = []
        for sign in (1, -1):
            m = np.zeros((cells, 3))
            m[:, 2] = 1.0
            m[column // 2, column % 2] = sign * h
            m[column // 2, 2] = np.sqrt(1 - h * h)
            rates.append(spin_rate(m, minus_laplacian, damping, torque_field)[:, :2].ravel())
        jacobian[:, column] = (rates[0] - rates[1]) / (2 * h)
    return np.linalg.eigvals(jacobian).real


alpha, eta = 0.01, 0.6
stiff_l, area_l = disc_grid(4.0, 6, False)
minus_lap = stiff_l.toarray() / area_l[:, None]
mode_counts = [int(np.sum(growth_rates(minus_lap, alpha, f * alpha) > 1e-6)) // 2
               for f in (0.98, 1.10, 1.26)]
assert mode_counts == [0, 1, 3]
single = np.zeros((1, 1))
critical_field = brentq(lambda a: np.max(growth_rates(single, alpha, a)), 0.0, 0.05)

final_mz = []
for f in (0.5, 1.5):
    run = solve_ivp(lambda time, y: spin_rate(y.reshape(1, 3), single, 0.1, 0.1 * f).ravel(),
                    (0, 200), [np.sin(0.1), 0.0, np.cos(0.1)], rtol=1e-7, atol=1e-9)
    final_mz.append(run.y[2, -1])
assert final_mz[0] > 0.99 and final_mz[1] < -0.99

# ---- worked example (round model parameters, SI) ------------------------------
A, K, t, T, Ms = 1.0e-11, 2.5e5, 1.5e-9, 300.0, 1.0e6
delta = np.sqrt(A / K)
kT = k_boltzmann * T


def critical_current(diameter):
    return 4 * e * alpha / (hbar * eta) * K * t * pi * diameter**2 / 4


volume_test = t * pi * (40e-9) ** 2 / 4
current_from_torque = (critical_field * 2 * K / Ms) * Ms * volume_test * 2 * e / (hbar * eta)
assert abs(current_from_torque / critical_current(40e-9) - 1) < 1e-4

d_ten = brentq(lambda d: barrier_ratio(d) - 0.9, 3.8, 8.0, xtol=1e-3)
d_half = brentq(lambda d: barrier_ratio(d) - 0.5, 7.0, 14.0, xtol=1e-3)
d_cross = 16 / pi
ratio_cross = barrier_ratio(d_cross)
assert d_onset < d_ten < d_half and ratio_cross < 1

print(f"Exchange stiffness A = {A*1e12:.1f} pJ/m")
print(f"Effective anisotropy K = {K/1e6:.2f} MJ/m^3")
print(f"Thickness t = {t*1e9:.1f} nm; temperature T = {T:.0f} K")
print(f"Damping alpha = {alpha}; torque efficiency eta = {eta}")
print(f"Magnetization Ms (cancels in current) = {Ms/1e6:.1f} MA/m")
print(f"Length delta = {delta*1e9:.3f} nm")
print(f"First zero of J1' = {bessel_zero:.5f}")
for label, d in (("Onset of loss D_c", d_onset), ("10% loss", d_ten),
                 ("Crossing of simple laws", d_cross), ("50% loss", d_half)):
    print(f"{label}: D/delta = {d:.3f}, D = {d*delta*1e9:.2f} nm")
print(f"True barrier / KV at crossing of simple laws = {ratio_cross:.4f}")
print(f"Near-onset coefficient: formula {onset_coefficient:.4f}, numeric {onset_numeric:.4f}")
print(f"Wide-disc coefficient: pi^2/6 = {pi**2/6:.4f}, numeric {wide_numeric:.4f}")
print(f"Unstable directions of coherent saddle at D/delta = 3, 5: {counts}")
print("Lowest wall-saddle Hessian eigenvalues at D/delta = 5 (units of K): "
      + ", ".join(f"{v:.4f}" for v in wall_values[:3]))
print(f"Mean m_z after downhill relaxation: {end_states[0]:.4f}, {end_states[1]:.4f}")
print("Lowest pass found / predicted at D/delta = 3, 7: "
      f"{lowest_pass[3.0]:.4f}, {lowest_pass[7.0]:.4f}")
print(f"Growing modes at 0.98, 1.10, 1.26 x threshold (D/delta = 8): {mode_counts}")
print(f"Threshold torque field / (2K/Ms) = {critical_field:.6f}")
print(f"Final m_z at 0.5 and 1.5 x threshold: {final_mz[0]:.4f}, {final_mz[1]:.4f}")
coherent_efficiency = hbar * eta / (4 * e * alpha) / kT * 1e-6
print(f"Coherent efficiency = {coherent_efficiency:.4f} kT/uA")
print(f"Current per coherent barrier = {1/coherent_efficiency:.4f} uA/kT")
diameters = np.array([20, 30, 40, 60, 80]) * 1e-9
true_barriers = []
for D in diameters:
    d = D / delta
    ratio = barrier_ratio(d)
    coherent = K * t * pi * D**2 / 4 / kT
    true_barriers.append(ratio * coherent)
    simple_wall = 4 * np.sqrt(A * K) * t * D / kT
    current = critical_current(D) * 1e6
    print(f"D = {D*1e9:.0f} nm: D/delta = {d:.3f}, KV = {coherent:.2f} kT, "
          f"simple wall = {simple_wall:.2f} kT")
    print(f"   true barrier = {ratio*coherent:.2f} kT, barrier/KV = {ratio:.4f}, "
          f"I_c0 = {current:.2f} uA, efficiency = {ratio*coherent/current:.4f} kT/uA")
exponents = np.diff(np.log(true_barriers)) / np.diff(np.log(diameters))
for i, p in enumerate(exponents):
    print(f"Barrier growth exponent {diameters[i]*1e9:.0f}-{diameters[i+1]*1e9:.0f} nm = {p:.3f}")
print("ALL CHECKS PASSED")
```

Output:

```
Exchange stiffness A = 10.0 pJ/m
Effective anisotropy K = 0.25 MJ/m^3
Thickness t = 1.5 nm; temperature T = 300 K
Damping alpha = 0.01; torque efficiency eta = 0.6
Magnetization Ms (cancels in current) = 1.0 MA/m
Length delta = 6.325 nm
First zero of J1' = 1.84118
Onset of loss D_c: D/delta = 3.682, D = 23.29 nm
10% loss: D/delta = 4.943, D = 31.26 nm
Crossing of simple laws: D/delta = 5.093, D = 32.21 nm
50% loss: D/delta = 9.971, D = 63.06 nm
True barrier / KV at crossing of simple laws = 0.8833
Near-onset coefficient: formula 0.4280, numeric 0.4268
Wide-disc coefficient: pi^2/6 = 1.6449, numeric 1.5517
Unstable directions of coherent saddle at D/delta = 3, 5: [1, 3]
Lowest wall-saddle Hessian eigenvalues at D/delta = 5 (units of K): -0.3766, -0.0000, 0.7148
Mean m_z after downhill relaxation: 1.0000, -1.0000
Lowest pass found / predicted at D/delta = 3, 7: 1.0000, 1.0000
Growing modes at 0.98, 1.10, 1.26 x threshold (D/delta = 8): [0, 1, 3]
Threshold torque field / (2K/Ms) = 0.010000
Final m_z at 0.5 and 1.5 x threshold: 1.0000, -1.0000
Coherent efficiency = 2.3837 kT/uA
Current per coherent barrier = 0.4195 uA/kT
D = 20 nm: D/delta = 3.162, KV = 28.44 kT, simple wall = 45.81 kT
   true barrier = 28.44 kT, barrier/KV = 1.0000, I_c0 = 11.93 uA, efficiency = 2.3837 kT/uA
D = 30 nm: D/delta = 4.743, KV = 64.00 kT, simple wall = 68.71 kT
   true barrier = 59.00 kT, barrier/KV = 0.9220, I_c0 = 26.85 uA, efficiency = 2.1977 kT/uA
D = 40 nm: D/delta = 6.325, KV = 113.77 kT, simple wall = 91.62 kT
   true barrier = 85.62 kT, barrier/KV = 0.7525, I_c0 = 47.73 uA, efficiency = 1.7939 kT/uA
D = 60 nm: D/delta = 9.487, KV = 255.99 kT, simple wall = 137.43 kT
   true barrier = 134.17 kT, barrier/KV = 0.5241, I_c0 = 107.39 uA, efficiency = 1.2493 kT/uA
D = 80 nm: D/delta = 12.649, KV = 455.09 kT, simple wall = 183.23 kT
   true barrier = 180.99 kT, barrier/KV = 0.3977, I_c0 = 190.92 uA, efficiency = 0.9480 kT/uA
Barrier growth exponent 20-30 nm = 1.800
Barrier growth exponent 30-40 nm = 1.294
Barrier growth exponent 40-60 nm = 1.108
Barrier growth exponent 60-80 nm = 1.040
ALL CHECKS PASSED
```
